# Exciton-phonon matrix elements and the cancellation of the Fröhlich divergence, part 2

A phonon of wave vector \(\mathbf q\) scatters exciton \(S\) of total momentum \(\mathbf Q\) into \(S'\) at \(\mathbf Q+\mathbf q\). We want the matrix element \(G\) at small \(q\) for a polar phonon.

The crystal has \(N\) cells of volume \(\Omega\) and Bloch states \(\psi_{n\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), with valence bands \(v,v'\) and conduction bands \(c,c'\). The exciton is one electron-hole pair with Bethe-Salpeter amplitudes \(A^{S\mathbf Q}_{vc\mathbf k}\), \(\sum|A|^2=1\): electron at \(\mathbf k+\mathbf Q\), empty valence state at \(\mathbf k\). The kernel is screened by \(\varepsilon_\infty\) alone. Fermion operators obey
\[
[c^\dagger_ac_b,c^\dagger_ic_j]=\delta_{bi}\,c^\dagger_ac_j-\delta_{aj}\,c^\dagger_ic_b. \tag{4}
\]
With \(g_{mn\nu}(\mathbf k,\mathbf q)\) the vertex for scattering an electron from \(n\mathbf k\) to \(m,\mathbf k+\mathbf q\) by mode \(\nu\),
\[
G_{S'S\nu}(\mathbf Q,\mathbf q)=\sum_{vcc'\mathbf k}A^{S',\mathbf Q+\mathbf q\,*}_{vc'\mathbf k}\,g_{c'c\nu}(\mathbf k+\mathbf Q,\mathbf q)\,A^{S\mathbf Q}_{vc\mathbf k}
-\sum_{vv'c\mathbf k}A^{S',\mathbf Q+\mathbf q\,*}_{v'c,\mathbf k-\mathbf q}\,g_{vv'\nu}(\mathbf k-\mathbf q,\mathbf q)\,A^{S\mathbf Q}_{vc\mathbf k}. \tag{5}
\]
This omits the change of the screened interaction and the kernel change from valence-conduction mixing through \(g_{cv}\). The phase change of section 2 is \(\psi_{n\mathbf k}\to e^{i\theta_n(\mathbf k)}\psi_{n\mathbf k}\), \(A^{S\mathbf Q}_{vc\mathbf k}\to A^{S\mathbf Q}_{vc\mathbf k}\,e^{-i\theta_c(\mathbf k+\mathbf Q)+i\theta_v(\mathbf k)}\).

The long-range vertex, marked \(L\), is
\[
g^{L}_{mn\nu}(\mathbf k,\mathbf q)=g_{F\nu}(\mathbf q)\,M_{mn}(\mathbf k,\mathbf q),\qquad g_{F\nu}=i\,\frac{4\pi e_s^2}{\Omega}\sum_\kappa\sqrt{\frac{\hbar}{2M_\kappa\omega_\nu}}\;\frac{Z_\kappa\,\mathbf q\cdot\mathbf e_{\kappa\nu}}{\varepsilon_\infty q^2}, \tag{6}
\]
\[
M_{mn}(\mathbf k,\mathbf q)=\langle\psi_{m,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{n\mathbf k}\rangle .
\]
Here \(e_s^2=e^2/4\pi\varepsilon_0\), \(\varepsilon_\infty\) is the electronic dielectric constant, \(\omega_\nu\) the mode frequency, and atom \(\kappa\) has mass \(M_\kappa\), Born charge \(Z_\kappa e\) and mode eigenvector \(\mathbf e_{\kappa\nu}\). For the longitudinal optical mode of a cubic diatomic crystal, \(g_F=C/q\) with constant \(C>0\). "The program" is the accompanying numerical check.

## 4. Real-space form and the small-\(q\) limit

Inserting (6) in (5) gives \(G^L_{S'S}=g_F(\mathbf q)\,D_{S'S}(\mathbf Q,\mathbf q)\), where \(D\) is (5) with \(g\) replaced by \(M\). Define the pair wave function
\[
\Psi_{S\mathbf Q}(\mathbf r_e,\mathbf r_h)=\sum_{vc\mathbf k}A^{S\mathbf Q}_{vc\mathbf k}\,\psi_{c,\mathbf k+\mathbf Q}(\mathbf r_e)\,\psi^*_{v\mathbf k}(\mathbf r_h),
\]
normalized to one by the orthonormality of the Bloch states. A joint lattice translation multiplies it by \(e^{i\mathbf Q\cdot\mathbf R}\). Let \(\Psi'=\Psi_{S',\mathbf Q+\mathbf q}\) with summation labels \(v',c',\mathbf k'\).

In \(\int\Psi'^*e^{i\mathbf q\cdot\mathbf r_e}\Psi\), the \(\mathbf r_h\) integral is \(\int\psi_{v'\mathbf k'}\psi^*_{v\mathbf k}=\delta_{vv'}\delta_{\mathbf k\mathbf k'}\), and the \(\mathbf r_e\) integral is then \(M_{c'c}(\mathbf k+\mathbf Q,\mathbf q)\). This is the electron term. In \(\int\Psi'^*e^{i\mathbf q\cdot\mathbf r_h}\Psi\), the \(\mathbf r_e\) integral gives \(c'=c\) and \(\mathbf k'+\mathbf Q+\mathbf q=\mathbf k+\mathbf Q\), so \(\mathbf k'=\mathbf k-\mathbf q\); the \(\mathbf r_h\) integral is \(\int\psi^*_{v\mathbf k}e^{i\mathbf q\cdot\mathbf r_h}\psi_{v',\mathbf k-\mathbf q}=M_{vv'}(\mathbf k-\mathbf q,\mathbf q)\). This is the hole term. Therefore
\[
D_{S'S}(\mathbf Q,\mathbf q)=\langle\Psi_{S',\mathbf Q+\mathbf q}|\,e^{i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_h}\,|\Psi_{S\mathbf Q}\rangle. \tag{8}
\]
The sign that came from anticommutation in (4) appears here as the opposite charges of electron and hole in one electrostatic potential.

With \(\mathbf r=\mathbf r_e-\mathbf r_h\) the operator factorizes as \(e^{i\mathbf q\cdot\mathbf r_h}(e^{i\mathbf q\cdot\mathbf r}-1)\). The first factor has modulus one, \(\Psi'\) is normalized, and \(|e^{i\theta}-1|=2|\sin(\theta/2)|\le|\theta|\). The Cauchy-Schwarz inequality gives
\[
|D_{S'S}|\le\big\|(e^{i\mathbf q\cdot\mathbf r}-1)\Psi_{S\mathbf Q}\big\|\le q\,\langle(\hat{\mathbf q}\cdot\mathbf r)^2\rangle^{1/2}_{S\mathbf Q},\qquad |G^L_{S'S}|\le C\,\langle(\hat{\mathbf q}\cdot\mathbf r)^2\rangle_{S\mathbf Q}^{1/2}. \tag{9}
\]
The \(1/q\) divergence is thus absent whenever the initial state has a finite mean square electron-hole distance, whatever the final state. Nothing about masses, symmetry or smoothness in \(\mathbf q\) enters. The factor \(e^{i\mathbf q\cdot\mathbf r}-1\) can equally be moved onto the final state, which gives the same bound with the mean square distance of \(\Psi_{S',\mathbf Q+\mathbf q}\), so one bound state on either side is enough. Only when both states are unbound pairs, whose mean square distance grows with the crystal, does the bound say nothing; the electron and the hole can then scatter separately with \(C/q\). For a bound state of size \(a\), (9) guarantees a suppression only for \(qa\lesssim1\); how far the two terms cancel at larger \(q\) depends on the masses and on the states (sections 7 and 8).

The bound is finite, and the limit need not be zero. Write \(\Psi_{S',\mathbf Q+\mathbf q}=e^{i\mathbf q\cdot\mathbf r_h}\tilde\Psi_{\mathbf q}\), so that \(\tilde\Psi_{\mathbf q}\) has momentum \(\mathbf Q\) and \(D=\langle\tilde\Psi_{\mathbf q}|e^{i\mathbf q\cdot\mathbf r}-1|\Psi_{S\mathbf Q}\rangle\). If \(S'\) is non-degenerate and its eigenvector is differentiable in \(\mathbf q\), then with a smooth phase \(\tilde\Psi_{\mathbf q}=\Psi_{S'\mathbf Q}+O(q)\), and since the operator is already of order \(q\),
\[
D_{S'S}=i\,\mathbf q\cdot\mathbf d_{S'S}+O(q^2),\qquad \mathbf d_{S'S}=\langle\Psi_{S'\mathbf Q}|\mathbf r_e-\mathbf r_h|\Psi_{S\mathbf Q}\rangle,\qquad G^L_{S'S}\to iC\,\hat{\mathbf q}\cdot\mathbf d_{S'S}. \tag{10}
\]
A neutral object does not respond to the uniform part of a potential, and it responds to the field through its dipole. The field of the potential \((C/q)e^{i\mathbf q\cdot\mathbf r}\) has the \(q\)-independent size \(C\), which is why the limit is finite and depends on direction. In a degenerate manifold, including bright excitons split by long-range exchange near \(\mathbf Q=0\), the limiting eigenvector depends on \(\hat{\mathbf q}\); (10) then holds with that limiting combination as the final state, the remainder is only known to vanish faster than \(q\), and (9) is untouched.

For one valence and one conduction band the dipole has a \(k\)-space form. With the Berry connection \(\boldsymbol{\mathcal A}_n=i\langle u_{n\mathbf k}|\nabla u_{n\mathbf k}\rangle\), which is real, \(\langle u|\nabla u\rangle=-i\boldsymbol{\mathcal A}\) and \(\langle\nabla u|u\rangle=+i\boldsymbol{\mathcal A}\). Then \(M_{cc}(\mathbf k+\mathbf Q,\mathbf q)=\langle u_{c,\mathbf k+\mathbf Q+\mathbf q}|u_{c,\mathbf k+\mathbf Q}\rangle\simeq1+i\mathbf q\cdot\boldsymbol{\mathcal A}_c\) and \(M_{vv}(\mathbf k-\mathbf q,\mathbf q)=\langle u_{v\mathbf k}|u_{v,\mathbf k-\mathbf q}\rangle\simeq1-\mathbf q\cdot\langle u|\nabla u\rangle=1+i\mathbf q\cdot\boldsymbol{\mathcal A}_v\). The amplitudes give \(A'^*_{\mathbf k}-A'^*_{\mathbf k-\mathbf q}\simeq\mathbf q\cdot\nabla A'^*\), and integration by parts over the periodic zone turns \(\sum(\nabla A'^*)A\) into \(-\sum A'^*\nabla A=i\sum A'^*\,i\nabla A\). Collecting the terms,
\[
\mathbf d_{S'S}=\sum_{\mathbf k}A^{S'\mathbf Q*}_{\mathbf k}\big[i\nabla_{\mathbf k}+\boldsymbol{\mathcal A}_c(\mathbf k+\mathbf Q)-\boldsymbol{\mathcal A}_v(\mathbf k)\big]A^{S\mathbf Q}_{\mathbf k}. \tag{11}
\]
Under the phase change of section 2, \(\boldsymbol{\mathcal A}_n\to\boldsymbol{\mathcal A}_n-\nabla\theta_n\) and \(i\nabla A\) gains \((\nabla\theta_c-\nabla\theta_v)A\), so the sum is invariant. Equation (11) is not among the formulas the program tests; the program computes \(\mathbf d\) in real space. It shows that the Bloch functions contribute to the dipole on the same footing as the envelope.

Symmetry decides when \(\mathbf d=0\). In a crystal with an inversion centre, the states at \(\mathbf Q=0\) have parities \(p,p'=\pm1\). Since \(\mathbf r\) is odd, \(\mathbf d_{S'S}=-pp'\,\mathbf d_{S'S}\), which vanishes for equal parity and in particular for \(S'=S\). At \(\mathbf Q\ne0\) inversion sends \(\mathbf Q\to-\mathbf Q\), and time reversal sends it back. For spinless bands the product maps \(\Psi(\mathbf r_e,\mathbf r_h)\) to \(\Psi^*(-\mathbf r_e,-\mathbf r_h)\) at the same \(\mathbf Q\); a non-degenerate state goes into itself up to a phase, so \(|\Psi|^2\) is even and \(\mathbf d_{SS}(\mathbf Q)=0\). In these cases \(D=O(q^2)\) and \(G^L=O(q)\). The statement that the Fröhlich coupling of an exciton vanishes at small \(q\) is therefore true for channels with \(\hat{\mathbf q}\cdot\mathbf d=0\), such as 1s-1s in a centrosymmetric crystal. It is false for dipole-allowed channels such as 1s-2p and for an exciton with a permanent dipole.

The terms left out can be ordered in \(q\). The overlap \(M_{cv}\) vanishes at \(\mathbf q=0\) by orthogonality and is linear in \(q\), so \(g^L_{cv}\) is of order \(q^0\). A change of the screened interaction cannot be caused by a uniform potential and so starts with the field, also of order \(q^0\). These terms cannot restore a \(1/q\) divergence, but they can compete with the dipole term (10). The short-range part of \(g\) depends on the band, and as \(q\to0\) it gives for \(S'=S\) the difference of the conduction and valence deformation couplings averaged over the exciton as in (5). For one valence and one conduction band the weight is \(|A_{\mathbf k}|^2\); with several bands the elements \(g_{c'c}\) and \(g_{vv'}\) between different bands enter as well. This difference has no general reason to vanish. In a centrosymmetric crystal a polar mode at the zone centre and its field are odd under inversion, so these order-\(q^0\) contributions also vanish between states of equal parity at \(\mathbf Q=0\).

The order of the omitted terms, the bound (9) and the rule at \(\mathbf Q\ne0\) are not tested numerically. Equations (8) and (10) and the parity rule at \(Q=0\) are tested on a two-band chain with 160 cells, sites at 0 and 0.5 cell, alternating hoppings \(t_1=1\) and \(t_2\), a same-sublattice hopping \(t_3\), site energies \(\pm\delta\), and a direct kernel \(W_0/\sqrt{r^2+1}\). Each Bloch state is given a random phase. For every element computed, the \(k\)-space sum and the real-space sum (8) are asserted to agree. With \(\delta=0\), \(t_2=0.3\), \(t_3=0.1\), \(W_0=1\) the chain has inversion symmetry and unequal band curvatures. At \(q=0.0393\) per cell the electron and hole terms for the lowest exciton have moduli 0.99983 and 0.99943, their difference has modulus \(4.03\times10^{-4}\), and comparing \(q\) with \(2q\) gives the exponent 1.999. For the transition to the second exciton, \(|D|/q\) extrapolates to 0.95921 cell, equal to the real-space dipole 0.95921 cell. The extrapolation uses the fact that real hoppings make \(\Psi_{-q}=\Psi_q^*\) up to a phase, so that \(|D(-q)|=|D(q)|\) at \(Q=0\) and \(|D|/|q|\) has an expansion in \(q^2\).

## 5. Parabolic bands

The Wannier-Mott model takes one conduction band \(E_g+\hbar^2k^2/2m_e\), one valence band \(-\hbar^2k^2/2m_h\), Bloch overlaps equal to one, no exchange term, and an attraction \(W(\mathbf r)\) that is even in \(\mathbf r\). It applies when the exciton is large against the cell. With \(\mathcal V=N\Omega\) the Bethe-Salpeter equation is
\[
\left[E_g+\frac{\hbar^2(\mathbf k+\mathbf Q)^2}{2m_e}+\frac{\hbar^2k^2}{2m_h}-E\right]A_{\mathbf k}-\frac1{\mathcal V}\sum_{\mathbf k'}W(\mathbf k-\mathbf k')A_{\mathbf k'}=0 .
\]
Let \(M=m_e+m_h\), \(1/\mu=1/m_e+1/m_h\), \(\alpha_e=m_e/M\), \(\alpha_h=m_h/M\), so \(\alpha_e+\alpha_h=1\). Put \(\mathbf p=\mathbf k+\alpha_h\mathbf Q\). Then \(\mathbf k+\mathbf Q=\mathbf p+\alpha_e\mathbf Q\) and \(\mathbf k=\mathbf p-\alpha_h\mathbf Q\), and
\[
\frac{(\mathbf p+\alpha_e\mathbf Q)^2}{2m_e}+\frac{(\mathbf p-\alpha_h\mathbf Q)^2}{2m_h}=\frac{p^2}{2\mu}+\mathbf p\cdot\mathbf Q\left(\frac{\alpha_e}{m_e}-\frac{\alpha_h}{m_h}\right)+\frac{Q^2}2\left(\frac{\alpha_e^2}{m_e}+\frac{\alpha_h^2}{m_h}\right).
\]
The cross term is \(1/M-1/M=0\), and the last bracket is \((m_e+m_h)/M^2=1/M\). The kernel depends on \(\mathbf k-\mathbf k'=\mathbf p-\mathbf p'\). The equation in \(\mathbf p\) is the relative-motion problem with mass \(\mu\), independent of \(\mathbf Q\):
\[
A^{S\mathbf Q}_{\mathbf k}=\mathcal V^{-1/2}\varphi_S(\mathbf k+\alpha_h\mathbf Q),\qquad E=E_g+E_S+\frac{\hbar^2Q^2}{2M},\qquad \varphi_S(\mathbf p)=\int d^3r\,e^{-i\mathbf p\cdot\mathbf r}\varphi_S(\mathbf r). \tag{12}
\]
The final amplitude in the electron term is \(\varphi_{S'}(\mathbf k+\alpha_h\mathbf Q+\alpha_h\mathbf q)=\varphi_{S'}(\mathbf p+\alpha_h\mathbf q)\). In the hole term it is \(\varphi_{S'}(\mathbf k-\mathbf q+\alpha_h\mathbf Q+\alpha_h\mathbf q)=\varphi_{S'}(\mathbf p-\alpha_e\mathbf q)\). With \(\sum_{\mathbf k}\to\mathcal V\int d^3p/(2\pi)^3\) both terms have the form
\[
\int\frac{d^3p}{(2\pi)^3}\varphi^*_{S'}(\mathbf p+\boldsymbol\kappa)\varphi_S(\mathbf p)=\int d^3r'd^3r\,\varphi^*_{S'}(\mathbf r')\,e^{i\boldsymbol\kappa\cdot\mathbf r'}\varphi_S(\mathbf r)\int\frac{d^3p}{(2\pi)^3}e^{i\mathbf p\cdot(\mathbf r'-\mathbf r)} .
\]
The last integral is \(\delta(\mathbf r-\mathbf r')\), so
\[
D_{S'S}(\mathbf q)=F_{S'S}(\alpha_h\mathbf q)-F_{S'S}(-\alpha_e\mathbf q),\qquad F_{S'S}(\boldsymbol\kappa)=\int d^3r\,\varphi^*_{S'}\,e^{i\boldsymbol\kappa\cdot\mathbf r}\,\varphi_S, \tag{13}
\]
independent of \(\mathbf Q\). The electron term contains the hole's mass fraction. This agrees with (8): measured from the centre of mass \(\mathbf R\), \(\mathbf r_e=\mathbf R+\alpha_h\mathbf r\) and \(\mathbf r_h=\mathbf R-\alpha_e\mathbf r\), so the lighter particle is the one far from the centre.

For an even \(W\) the envelopes have parities \(p,p'\). Substituting \(\mathbf r\to-\mathbf r\) gives \(F_{S'S}(-\boldsymbol\kappa)=pp'F_{S'S}(\boldsymbol\kappa)\), and
\[
D_{S'S}=F_{S'S}(\alpha_h\mathbf q)-pp'\,F_{S'S}(\alpha_e\mathbf q). \tag{14}
\]

The momentum shifts in (12) and (13) are tested on a one-dimensional case with a known solution. For \(W=(\hbar^2/\mu a^2)\,\mathrm{sech}^2(r/a)\), in units \(\hbar=a=1\), the identity \((\mathrm{sech}\,r)''=\mathrm{sech}\,r-2\,\mathrm{sech}^3r\) shows that \(\varphi=\mathrm{sech}(r)/\sqrt2\) has energy \(-1/2\mu\). The integral \(I=\int e^{i\kappa r}\mathrm{sech}^2r\,dr\) follows from a rectangle between the real axis and the line shifted by \(i\pi\): the upper side contributes \(-e^{-\pi\kappa}I\), near \(r=i\pi/2+s\) one has \(\mathrm{sech}^2r\simeq-1/s^2\) with no \(1/s\) term, the residue is \(-i\kappa e^{-\pi\kappa/2}\), and \((1-e^{-\pi\kappa})I=2\pi\kappa e^{-\pi\kappa/2}\) gives \(I=\pi\kappa/\sinh(\pi\kappa/2)\). So \(F(\kappa)=I/2\). The program diagonalizes the equation in the unshifted variable \(k\) at \(Q\) and at \(Q+q\), asserts the energy in (12), forms \(D\) from the numerical eigenvectors and compares with (13). At \(Q=0.942\), \(q=2.618\) both give \(-0.6501\) for masses 0.2 and 0.8, and the numerical value for equal masses is \(-3\times10^{-14}\).

## 6. Hydrogenic form factors

For \(W=e_s^2/\varepsilon_\infty r\), try \(\varphi\propto e^{-r/a}\), for which \(\nabla^2\varphi=(1/a^2-2/ar)\varphi\). The \(1/r\) terms cancel if \(\hbar^2/\mu a=e_s^2/\varepsilon_\infty\), so
\[
a=\frac{\varepsilon_\infty\hbar^2}{\mu e_s^2},\qquad E_b=\frac{\hbar^2}{2\mu a^2}=\frac{e_s^2}{2\varepsilon_\infty a},
\]
and the \(n=2\) level of the hydrogen series lies \(\tfrac34E_b\) above 1s. Measure lengths in \(a\), put \(x=\kappa a\) and take \(z\) along \(\mathbf q\). The states are \(\varphi_{1s}=e^{-r}/\sqrt\pi\), \(\varphi_{2s}=(1-r/2)e^{-r/2}/\sqrt{8\pi}\) and \(\varphi_{2p}=z\,e^{-r/2}/(4\sqrt{2\pi})\).

All three integrals come from \(\int_0^\infty e^{-\beta r}\sin xr\,dr=x/\Delta\) with \(\Delta=\beta^2+x^2\). Applying \(-\partial_\beta\) once and twice,
\[
\int_0^\infty re^{-\beta r}\sin xr\,dr=\frac{2\beta x}{\Delta^2},\qquad\int_0^\infty r^2e^{-\beta r}\sin xr\,dr=-\frac{2x}{\Delta^2}+\frac{8\beta^2x}{\Delta^3}=\frac{2x(3\beta^2-x^2)}{\Delta^3}.
\]
The angular average of \(e^{ixz}\) is \(\sin(xr)/xr\), so for a spherical function \(f\), \(\int d^3r\,f\,e^{ixz}=(4\pi/x)\int r f\sin xr\,dr\).

For 1s-1s, \(f=e^{-2r}/\pi\) and \(\beta=2\):
\[
F_{1s1s}=\frac4x\cdot\frac{4x}{(4+x^2)^2}=\frac1{(1+x^2/4)^2}. \tag{15}
\]
For 2s-1s, \(f=(1-r/2)e^{-3r/2}/(2\sqrt2\,\pi)\), \(\beta=3/2\), \(\Delta=x^2+9/4\), and the prefactor is \(4\pi/(2\sqrt2\,\pi x)=\sqrt2/x\):
\[
F_{2s1s}=\frac{\sqrt2}x\left[\frac{3x}{\Delta^2}-\frac{x(27/4-x^2)}{\Delta^3}\right]=\sqrt2\,\frac{3x^2+27/4-27/4+x^2}{\Delta^3}=\frac{4\sqrt2\,x^2}{(x^2+9/4)^3}. \tag{16}
\]
For 2p-1s the product is \(z\,e^{-3r/2}/(4\sqrt2\,\pi)\). Now \(\int d^3r\,e^{-\beta r}e^{ixz}=8\pi\beta/\Delta^2\), and a factor \(z\) is produced by \(-i\partial_x\), giving \(-i\cdot8\pi\beta\cdot(-4x)/\Delta^3=48\pi i\,x/\Delta^3\) at \(\beta=3/2\). Dividing by \(4\sqrt2\,\pi\),
\[
F_{2p1s}=\frac{6\sqrt2\,i\,x}{(x^2+9/4)^3}. \tag{17}
\]
The two 2p states perpendicular to \(\mathbf q\) are odd under reflection in a plane containing \(\mathbf q\), while the rest of the integrand is even, so they do not couple. The program tests (15) to (17) by radial quadrature with spherical Bessel functions, and tests \(D_{1s1s}\) again as an integral over the unshifted \(\mathbf k\) at several \(Q\), \(q\) and mass fractions.

The \(1/q\) divergence is absent whenever either exciton state is bound, and the finite limit is set by the electron-hole dipole between the two states. With parabolic bands and hydrogenic form factors in hand, it remains to work out the limits, the equal-mass case, the scattering rate and a numerical example.
